Kato's Cusp Conditions for Nuclei, Singlet Pairs and Triplet Pairs

**1. The result**

When two point charges meet with no third particle at the same point, the Coulomb energy diverges. If the non-relativistic wavefunction is non-zero there, it acquires a kink whose direction-averaged logarithmic slope is fixed by their charges and masses; for a triplet pair it vanishes there, and a related condition holds for its p wave. Let r be the separation vector of the pair, r its length, and Ψ_av(r) the average of Ψ over the directions of r with all other coordinates fixed. In Hartree atomic units, for an atom with a fixed point nucleus of charge Z,

electron at the nucleus: Ψ_av′(0) = −Z Ψ(0)   (1)

singlet electron pair: Ψ_av′(0) = ½ Ψ(0)   (2)

triplet electron pair: p part of Ψ = (w·r)(1 + r/4) + O(r³)   (3)

The prime means d/dr, and w is a vector that depends on the other coordinates. Equations (1) and (2) give the logarithmic slopes −Z and ½ when Ψ(0) ≠ 0. A triplet function vanishes at r = 0, so the value ¼ is the logarithmic slope of its p part after one factor of r has been divided out.

**2. Isolating the pair that meets**

The wavefunction is a bound eigenfunction of the non-relativistic Hamiltonian

H = Σᵢ(−½∇ᵢ² − Z/rᵢ) + Σ_{i<j} 1/rᵢⱼ,  HΨ = EΨ   (4)

Let one pair meet while everything else stays apart. For an electron at the nucleus, r = r₁, and the remaining coordinates X are the positions of the other electrons. For an electron pair, use

r = r₁ − r₂,  R = (r₁ + r₂)/2   (5)

and let X contain R and the positions of the other electrons. The chain rule gives ∇₁ = ∇_r + ½∇_R and ∇₂ = −∇_r + ½∇_R. On adding the squares the cross terms cancel:

−½(∇₁² + ∇₂²) = −½(2∇_r² + ½∇_R²) = −∇_r² − ¼∇_R²   (6)

Both cases therefore have the form

−(1/2μ)∇_r²Ψ + (q/r)Ψ = G,  G = (E − V_reg − T_X)Ψ   (7)

Here μ is the reduced mass, q the product of the two charges, T_X the kinetic energy in the coordinates X, and V_reg the rest of the potential. The nucleus has μ = 1 and q = −Z. The electron pair has q = 1 and, since 1/(2μ) = 1 in (6), μ = ½.

Choose X so that no other two particles coincide. Then V_reg is smooth in r and X near r = 0. For the electron pair this requires R ≠ 0: the pair must not meet on the nucleus.

**3. Why the remaining terms are harmless**

The source G contains second derivatives of Ψ with respect to X, so its boundedness has to be shown. Two standard facts about elliptic equations are used. First, for a potential with Coulomb singularities, the maximum of a solution in a small region is bounded by its mean square in a slightly larger region plus the maximum of the source. Second, the mean square of its gradient is bounded in the same way.

Let D be a derivative with respect to one component of X. The singular term q/r does not depend on X, so differentiating HΨ = EΨ gives

(H − E)DΨ = −(DV_reg)Ψ   (8)

To avoid assuming that DΨ exists, apply the argument first to the difference quotient of Ψ under a small shift of X. It obeys an equation like (8), with a bounded source. Its mean square is controlled by the gradient of Ψ, so it is bounded uniformly in the shift, and so is its limit DΨ. Repeating the argument bounds the higher X-derivatives. Hence G and its X-derivatives are bounded near r = 0.

The argument is local. If a third particle approaches the pair, V_reg becomes large and the region in which the bounds hold shrinks. The expansions below then cover a smaller range of r, and at a three-particle coalescence they are not established.

**4. Removing the Coulomb singularity**

Write

Ψ = e^{F}φ,  F = μqr   (9)

In three dimensions ∇r = r̂, with r̂ = r/r the unit vector, and ∇²r = 2/r. Therefore ∇F = μq r̂ and ∇²F = 2μq/r. The product rule gives

∇²Ψ = e^{F}[∇²φ + 2∇F·∇φ + (∇²F + |∇F|²)φ]
  = e^{F}[∇²φ + 2μq r̂·∇φ + (2μq/r + μ²q²)φ]   (10)

Equation (7), multiplied by −2μ, reads ∇²Ψ = (2μq/r)Ψ − 2μG. Inserting (10) and dividing by e^{F}, the terms (2μq/r)φ on the two sides cancel:

∇²φ + 2μq r̂·∇φ + μ²q²φ = −2μ e^{−F}G   (11)

Every coefficient and the source are now bounded. The equation also holds across r = 0 with no extra point source there, because such a source would make Ψ diverge at least as 1/r, whereas Ψ is bounded. Elliptic regularity for bounded coefficients then says that φ has a continuous gradient, with

φ = φ₀ + a·r + O(r^{1+η})  for any 0 < η < 1   (12)

where φ₀ and the vector a depend on X. The direction r̂ in (11) is discontinuous at the origin, but it is bounded, and that suffices for (12).

**5. The spherical average: slopes −Z and ½**

Expanding e^{F} = 1 + μqr + O(r²) and multiplying by (12),

Ψ = φ₀(1 + μqr) + a·r + O(r^{1+η})   (13)

The product μqr(a·r) is of order r² and belongs to the remainder. Since a·r averages to zero over directions,

Ψ_av(r) = φ₀(1 + μqr) + O(r^{1+η})   (14)

Subtracting φ₀ = Ψ(0), dividing by r and letting r → 0 gives Ψ_av′(0) = μqΨ(0). For the nucleus μq = −Z, which is (1). For the electron pair μq = ½, which is (2).

Equation (13) also shows what averaging removes. Along a fixed direction r̂ the logarithmic slope is

μq + a·r̂/φ₀   (15)

At the nucleus, a need not vanish, because the other electrons make the surroundings of the nucleus asymmetric. In a two-electron singlet, the spin function is odd under exchange, so the spatial function is even under r → −r at fixed R. Then a = 0, and the slope ½ holds in every direction.

The slope has a direct meaning. Acting on the linear term φ₀μqr, the kinetic energy gives

−(1/2μ)φ₀μq∇²r = −(q/r)φ₀   (16)

which cancels the divergent potential term +(q/r)φ₀. Where φ₀ is positive, attraction requires a downward kink and repulsion an upward one; where φ₀ is negative, the directions are reversed. The total energy E enters G and does not affect the slope. The hydrogenic functions e^{−Zr} and (1 − Zr/2)e^{−Zr/2} have different energies, but both start as 1 − Zr.

If the nuclear charge is spread over a finite volume so that its potential is bounded, no factor e^{F} is needed: Ψ itself has the form (12), and its average has zero slope at the centre. Condition (1) is thus a property of the point-nucleus model.

**6. The triplet pair: the value ¼**

A two-electron triplet has an even spin function and hence an odd spatial function, Ψ(−r) = −Ψ(r) at fixed R. Then φ₀ = 0, and (14) says only that zero equals zero. The information lies in the next partial wave.

Let f_l(r) be the coefficient of one spherical harmonic of degree l in Ψ, and g_l(r) that in G. Projecting (7) and multiplying by −2μ gives

f_l″ + (2/r)f_l′ − [l(l+1)/r²]f_l = (2μq/r)f_l − 2μg_l   (17)

Put f_l = r^l u. The left side becomes

r^l u″ + (2l + 2)r^{l−1}u′ + [l(l−1) + 2l − l(l+1)]r^{l−2}u   (18)

The square bracket is zero. Multiplying (17) by r^{l+2} then turns the left side into a total derivative:

(r^{2l+2}u′)′ = 2μq r^{2l+1}u − 2μ r^{l+2}g_l   (19)

For l = 1 this is

(r⁴u′)′ = 2μq r³u − 2μ r³g₁   (20)

Two bounds are needed. First, u is bounded: the terms in (13) that depend only on r have no l = 1 part, and what remains is O(r), so f₁ = O(r). Second, g₁ = O(r). To see this, note that each X-derivative of Ψ obeys an equation of the form (7), with the corresponding derivative of G as its bounded source. Section 4 therefore applies to it, and it has an expansion like (13). Since V_reg is smooth, it follows that |G(r) − G(0)| ≤ Cr for some constant C. The constant G(0) has no l = 1 part, which leaves g₁ = O(r).

The right side of (20) is then O(r³), so r⁴u′ tends to a constant c as r → 0. If c were not zero, u′ would behave as c/r⁴ and u as −c/(3r³), contradicting the bound on u. Hence c = 0, and

r⁴u′(r) = ∫₀^r [2μq s³u(s) − 2μ s³g₁(s)] ds   (21)

The integrand is O(s³), the integral O(r⁴), and u′ is bounded. Therefore u(s) = u(0) + O(s). Putting this back into (21), and using s³g₁ = O(s⁴),

r⁴u′(r) = 2μq u(0) r⁴/4 + O(r⁵)   (22)

u′(0) = ½μq u(0)   (23)

Integrating once more gives u = u(0)(1 + μqr/2) + O(r²). The three l = 1 harmonics can be taken as the components of r̂. Their values u(0) then form the vector w, and restoring the factor r gives

p part of Ψ = (w·r)(1 + μqr/2) + O(r³)   (24)

With μq = ½ this is (3).

The factor of two between singlet and triplet comes from the Laplacian. For the linear function, ∇²r = 2/r. For the p wave,

∇²[r(w·r)] = (w·r)∇²r + 2r̂·w = 4(w·r)/r   (25)

The correction r(w·r) thus produces twice as much 1/r curvature per unit coefficient, and half the coefficient suffices to cancel the same repulsion.

**7. Other partial waves and many electrons**

The integration can be repeated for (19) if u is bounded and g_l = O(r^l). The right side is then O(r^{2l+1}), boundedness again removes the integration constant, and

u′(0) = [μq/(l + 1)] u(0)   (26)

For l = 0 and l = 1 the two conditions were established above; for l ≥ 2 they are assumptions here. At the nucleus a p wave has slope −Z/2, as in the hydrogenic function r e^{−Zr/2}. A singlet pair whose amplitude vanishes at coalescence may begin with a d wave, for which (26) gives 1/6.

With more than two electrons, fix the spin projection of each. If electrons 1 and 2 have equal projections, antisymmetry makes this component of Ψ odd in r, and the triplet result applies. If the projections are opposite, the component need have no parity in r, but it can be split:

Ψ_±(r) = ½[Ψ(r) ± Ψ(−r)]   (27)

The Hamiltonian is unchanged when the two positions are exchanged, so both parts obey the same Schrödinger equation. The even part satisfies (2) and the odd part satisfies (3).

**8. Worked example: the ion N⁵⁺**

The two-electron nitrogen ion has Z = 7. Its lowest singlet and triplet S states were computed by diagonalizing (4) in a basis that depends on r₁, r₂ and r₁₂. The basis functions are polynomials in these distances times e^{−α(r₁+r₂)}, with α = 7 for the singlet and α = 4.5 for the triplet. The polynomial coefficients are free, so no cusp value is imposed as a constraint. For the singlet, however, α equals Z: the exponential factor alone already has the nuclear slope −Z and is the exact solution without repulsion. The singlet's zero pair slope when the repulsion is switched off is therefore built into the basis, and the nuclear slope quoted below was obtained with this one exponent only. The pair slopes with repulsion present have no such help, and the radial problem mentioned at the end tests −Z without this choice. The model omits relativity, nuclear motion and nuclear size.

The predicted slopes are

nucleus: −7 bohr⁻¹ = −13.23 Å⁻¹
singlet pair: 0.5 bohr⁻¹ = 0.945 Å⁻¹
triplet pair: 0.25 bohr⁻¹ = 0.472 Å⁻¹

*The nucleus.* In the singlet state, place the other electron 0.2 bohr from the nucleus. The computed logarithmic slope is −7.1945 bohr⁻¹ toward that electron and −6.8047 bohr⁻¹ away from it. By (15) the two directions contain a·r̂/φ₀ with opposite signs, so their mean is the cusp:

(−7.1945 − 6.8047)/2 = −6.9996 bohr⁻¹

Half their difference, (−7.1945 + 6.8047)/2 = −0.195 bohr⁻¹, is the directional term. Its negative sign means that the amplitude falls faster toward the other electron. The full spherical average is also −6.9996 bohr⁻¹. These values, from a basis of polynomial degree 14, carry a basis error of up to 0.001 bohr⁻¹: at degree 19 the two directional slopes become −7.1955 and −6.8045, their mean −7.0000, and the directional term −0.1955 bohr⁻¹.

*The electron pair.* With the pair's midpoint at R = 0.2 bohr, the slopes are 0.4999 bohr⁻¹ for the singlet and 0.2494 bohr⁻¹ for the triplet. The last digit is not converged: raising the polynomial degree from 14 to 19 moves them to 0.5000 and 0.2499 bohr⁻¹. Averages over R from 0.05 to 1 bohr, weighted by R² and by u(0)², the squared amplitude at coalescence after the factor r^l has been divided out, converge as follows:

singlet, three basis sizes: 0.484, 0.496, 0.499 bohr⁻¹
triplet, three basis sizes: 0.263, 0.248, 0.249 bohr⁻¹

In the largest basis both lie about 0.2% below the predicted values. The slope converges more slowly than the energy. In the smallest singlet basis the energy is within 5 × 10⁻⁶ hartree of the largest-basis value, −44.78145 hartree, while the mean slope is still 3% below ½.

*The cause of the pair cusp.* Multiply the electron repulsion by λ. Then q = λ, and the predicted slopes become λ/2 and λ/4. At λ = 0 the computed slopes vanish to the printed accuracy. At λ = 2 they are 0.998 and 0.499 bohr⁻¹, against predictions of 1 and ½; the singlet value shifts by about 0.001 bohr⁻¹ when the basis exponents are changed.

*The range of the linear law.* At R = 0.2 bohr and r = 0.05 bohr, the averaged singlet amplitude relative to coalescence is 1.00926, whereas 1 + r/2 = 1.02500. The shortfall is 0.01574, or 6.3r² with r in bohr. At r = 0.02 bohr it is 1.01000 − 1.00749 = 0.00251, again 6.3r².

Most of this term can be estimated from the product e^{−Z(r₁+r₂)}, which ignores repulsion. Let c be the cosine of the angle between r and R. Expanding r₁,₂ = (R² + r²/4 ± Rrc)^{1/2} to second order gives

r₁ + r₂ = 2R + r²(1 − c²)/(4R)   (28)

The average of 1 − c² is 2/3, so the averaged product changes by the relative amount −Zr²/(6R) = −7r²/1.2 = −5.8r². Averaged over directions, separating the electrons at fixed midpoint increases their total distance from the nucleus, and this by itself lowers the averaged amplitude. There is no such loss to this order when they separate along the line through the nucleus, where c² = 1. With the computed coefficient, this loss equals the cusp's gain at r = 0.5/6.3 ≈ 0.08 bohr. At this midpoint the cusp fixes the initial slope, but the linear law is useful only well inside that distance.

The numerical check also tests (26) for l = 0, 1 and 2 in a separate radial problem.

Computed values

```
N5+ nuclear charge Z = 7
basis exponents singlet, triplet (1/bohr): 7.0 4.5
General-l cusp from trapped pair, computed | formula (1/bohr)
  electron pair, l=0: 0.5000 | 0.5000
  electron pair, l=1: 0.2500 | 0.2500
  electron pair, l=2: 0.1667 | 0.1667
  nucleus, l=0: -6.9998 | -7.0000
  nucleus, l=1: -3.5000 | -3.5000
N5+: degree, basis size, energy (hartree), mean pair cusp (1/bohr)
  singlet: 6, 50, -44.7814404, 0.48442
  singlet: 10, 161, -44.7814449, 0.49615
  singlet: 14, 372, -44.7814451, 0.49881
  singlet virial ratio -V/T: 2.0000000
  triplet: 6, 34, -29.3573512, 0.26326
  triplet: 10, 125, -29.3576817, 0.24844
  triplet: 14, 308, -29.3576817, 0.24947
  triplet virial ratio -V/T: 2.0000000
Singlet mean nuclear cusp (1/bohr): -6.9999
Exact-law slopes -Z, 1/2, 1/4 (1/angstrom): -13.2281, 0.9449, 0.4724
Pair cusp at midpoint distance R (1/bohr): singlet, triplet
  R=0.1 bohr: 0.4993, 0.2487
  R=0.2 bohr: 0.4999, 0.2494
  R=0.4 bohr: 0.5000, 0.2499
Singlet nuclear slope, other electron at 0.2 bohr (1/bohr)
  toward other electron: -7.1945
  away from it: -6.8047
  spherical average: -6.9996
R=0.2 bohr, u(r)/u(0): singlet | 1+r/2 ; triplet | 1+r/4
  r=0.01 bohr: 1.00437 | 1.00500 ; 1.00234 | 1.00250
  r=0.02 bohr: 1.00749 | 1.01000 ; 1.00437 | 1.00500
  r=0.05 bohr: 1.00926 | 1.02500 ; 1.00854 | 1.01250
Scaled repulsion: energy (hartree), mean pair cusp (1/bohr)
  singlet, lam=0: -49.000000, -0.00000
  singlet, lam=2: -40.871131, 0.99790
  triplet, lam=0: -30.625000, 0.00000
  triplet, lam=2: -28.190565, 0.49902
```
